Open-Shell Singlet Energies: Orbital Rotation and Partial Collapse

**What goes wrong**

Promote one π electron of ethylene to π* and minimize the open-shell singlet energy 2E_mixed − E_triplet. In a small Hartree–Fock model, specified below, the energy starts 9.98 eV above the closed-shell ground determinant. If the two open orbitals are turned by a tenth of a degree and then follow the downhill gradient, the energy falls to 4.23 eV. Half of the resulting wavefunction is the closed-shell determinant. The calculation has converged, but to a different state from the one intended.

The starting gradient was zero by symmetry, so a vanishing gradient gave no warning. What is needed is the gradient together with the energy curve it belongs to.

**Entry 1. Two electrons in two orbitals**

Let a and b be real orthonormal orbitals, h the one-electron operator, and

(pq|rs) = ∫∫ p(1)q(1) r(2)s(2)/r₁₂ d1 d2.

Write J = (aa|bb), K = (ab|ab), J_aa = (aa|aa) and J_bb = (bb|bb). The mixed determinant M = |aα bβ| and its partner M̃ = |bα aβ| combine into a singlet and a triplet:

S = (M + M̃)/√2, T = (M − M̃)/√2.

Hence M = (S + T)/√2. The Hamiltonian does not couple different total spins, so E_M = ½(E_S + E_T), and

E_S = 2E_M − E_T.

The triplet component T has the same energy as the single determinant |aα bα|, which is how E_T is evaluated. With E_M = h_aa + h_bb + J and E_T = h_aa + h_bb + J − K,

E_S = h_aa + h_bb + J + K = E_T + 2K.

Now rotate the open orbitals:

a' = a cos θ + b sin θ
b' = −a sin θ + b cos θ.

With c = cos θ and s = sin θ, and writing the orbital of electron 1 first,

a'b' = −cs aa + c² ab − s² ba + cs bb
b'a' = −cs aa − s² ab + c² ba + cs bb.

Adding these and dividing by √2 gives the spatial part of the rotated singlet:

S(θ) = cos 2θ S + sin 2θ D, D = (Φ_bb − Φ_aa)/√2.

Here Φ_aa and Φ_bb are the closed-shell determinants with both electrons in a or in b. The rotation of an open-shell function therefore introduces closed-shell functions. The weight of Φ_aa is ½ sin² 2θ, and Φ_bb enters with the same weight.

The energy needs two more matrix elements. The coupling is

⟨S|H|D⟩ = ½{2[h_ab + (ab|bb)] − 2[h_ab + (ab|aa)]} = (ab|bb) − (ab|aa) ≡ G.

The one-electron terms cancel because of the minus sign in D. For the energy of D, use ⟨Φ_aa|H|Φ_bb⟩ = K:

E_D = h_aa + h_bb + ½(J_aa + J_bb) − K.

Subtracting E_T gives

E_D = E_T + 2L, L = ¼(J_aa + J_bb − 2J) = ¼(aa−bb|aa−bb).

The expectation value of H in S(θ) is therefore

E_S(θ) = E_T + 2K cos² 2θ + 2L sin² 2θ + 2G sin 2θ cos 2θ
= E_T + K + L + (K − L) cos 4θ + G sin 4θ.

Its first two derivatives at θ = 0 are

dE_S/dθ = 4G
d²E_S/dθ² = 16(L − K).

Changing the sign of b reverses the signs of G and of θ together, so the sign of G has no physical meaning by itself.

*Limit: two p orbitals of one atom.* Take a = p_x and b = p_y. Changing θ now merely turns the atom about its z axis, so the energy must be constant. The formula then requires G = 0 and K = L. The first follows from reflection x → −x, which changes the sign of ab but not of aa or bb. The second follows because a turn by 45° carries the distribution ab into ±½(aa − bb), whose self-repulsion is L.

*Limit: two distant equivalent sites.* Let l and r be localized orbitals with negligible overlap density lr and negligible hopping h_lr, and set a = (l + r)/√2, b = (l − r)/√2. Then

S = (ll − rr)/√2, D = −(lr + rl)/√2.

S is ionic, with both electrons on one site. D is covalent, with one electron on each. With U the repulsion on one site and V that between sites, K = ½(U − V), L → 0 and G = 0. For U > V, θ = 0 is a maximum. The rotation to 45° lowers the energy by U − V and reaches the lowest singlet of this two-site model, which is degenerate with the triplet in this limit, although the closed-shell determinant Φ_aa makes up only half of it.

**Entry 2. Adding a closed core, and other functionals**

Let a fixed set of doubly occupied core orbitals accompany a and b. In Hartree–Fock, h is replaced by f = h + Σ_core(2J_i − K_i), and a constant is added. The derivation above is otherwise unchanged.

The gradient can also be obtained without expanding the wavefunction. Treat the energy as a functional of the α and β density matrices, with derivatives F^α and F^β. The rotation gives

da' = b' dθ, db' = −a' dθ.

In the mixed determinant, a' belongs to the α density and b' to the β density:

dP^α = (b'a'ᵀ + a'b'ᵀ) dθ
dP^β = −(a'b'ᵀ + b'a'ᵀ) dθ.

Since dE_M = Tr(F^α dP^α) + Tr(F^β dP^β), and F is symmetric,

dE_M/dθ = 2⟨a'|F^α − F^β|b'⟩.

In the triplet, both orbitals belong to the α density. Their two changes cancel, so E_T is constant. The factor 2 in 2E_M − E_T then gives the general result:

dE_S/dθ = 4⟨a'|F^α − F^β|b'⟩.

In Hartree–Fock, the Coulomb and core terms are common to both spins. The remaining exchange operators give F^α − F^β = K_b' − K_a'. At θ = 0 their matrix elements are ⟨a|K_b|b⟩ = (ab|bb) and ⟨a|K_a|b⟩ = (ab|aa), so the gradient is again 4G.

*Limit: no exchange or correlation.* If the interaction is purely Hartree, F^α = F^β and the gradient vanishes at every angle. This is as it should be, since a'² + b'² does not change. The force on the open pair comes from the spin dependence of the effective potential.

The gradient formula also holds for a Kohn–Sham functional, with F the Kohn–Sham matrix. The cosine curve need not carry over exactly, because 2E_M − E_T is then no longer the expectation value of H in S(θ). For the three cases of Entry 5, PBE follows a cosine with its own coefficients to within 2 × 10⁻⁴ hartree, and its curvature at θ = 0 has the same sign as in Hartree–Fock.

**Entry 3. Where the closed-shell state enters**

Return to Hartree–Fock, and suppose the orbitals come from a closed-shell calculation in which a was doubly occupied. Then Φ_aa, core included, is the RHF ground determinant. Its coupling to S is

⟨S|H|Φ_aa⟩ = √2[f_ab + (ab|aa)].

The bracket is the occupied–virtual element of the closed-shell Fock matrix, since 2(ab|aa) − (ab|aa) = (ab|aa). It vanishes at RHF convergence, which is Brillouin's theorem. Consequently f_ab = −(ab|aa), and

⟨S|H|Φ_bb⟩ = √2[f_ab + (ab|bb)] = √2 G.

For these starting orbitals, the initial slope comes from coupling to the doubly excited determinant Φ_bb, not to the ground determinant. The rotation has a single parameter, however, and cannot admit Φ_bb without an equal weight of Φ_aa. To second order,

E_S(θ) = E_S + 4Gθ + 4(E_D − E_S)θ² + …

because 8(L − K) = 4(E_D − E_S). The closed-shell energy appears in the quadratic term through

E_D = ½(E_aa + E_bb) − K.

A low E_aa does not by itself favour collapse, however: lowering the one-electron energy of a lowers E_D and E_S equally and leaves the curvature unchanged. The balance between L and K decides. If G = 0, the start is unstable when E_D < E_S, which is the same condition as L < K.

*Limit: orbitals of different symmetry.* If some symmetry operation changes the sign of ab but leaves aa and bb unchanged, then G = 0. For L > K the start is a minimum in θ, and small disturbances die out under descent with a sufficiently small step. For L < K it is a maximum, and any small rotation that breaks the symmetry produces a gradient whose downhill direction leads away from it.

**Entry 4. Where the descent ends**

Define R = √[(K − L)² + G²], with R cos φ = K − L and R sin φ = G. For R > 0,

E_S(θ) = E_T + K + L + R cos(4θ − φ).

The extrema are

E_min = E_T + K + L − R
E_max = E_T + K + L + R,

and they are 45° apart. They are also the eigenvalues of the 2 × 2 Hamiltonian in {S, D}, whose diagonal elements are E_T + 2K and E_T + 2L and whose coupling is G.

The open pair supports three singlets: Φ_aa, S and Φ_bb. Let their configuration-interaction (CI) energies be λ₁ ≤ λ₂ ≤ λ₃. The plane {S, D} must share at least one direction with the plane of the lowest two CI states, since both lie in a three-dimensional space. The energy along that direction is at most λ₂, so E_min ≤ λ₂. The plane also meets that of the upper two CI states, where the energy is at least λ₂, so E_max ≥ λ₂. Thus

λ₁ ≤ E_min ≤ λ₂ ≤ E_max.

Minimization offers no protection against falling below the first excited singlet of this space. There is still a floor. At every angle E_S(θ) − E_T is twice the exchange integral of a' and b', which is the self-repulsion of a real charge distribution and cannot be negative. In Hartree–Fock with fixed core, E_min ≥ E_T.

The wavefunction also has a limit, which holds even if the core relaxes. Put u = (a' + b')/√2 and v = (a' − b')/√2. Expanding uu − vv gives a'b' + b'a', so any such singlet is

S' = (Φ_uu − Φ_vv)/√2.

The overlap of two real closed-shell determinants is (det X)², where X contains the overlaps of their occupied orbitals. The singular values of X do not exceed 1, so this overlap lies between 0 and 1. The difference of two such numbers has magnitude at most 1. The weight of any real closed-shell determinant in S' is therefore at most ½. This is the precise sense in which the collapse is partial.

**Entry 5. Three excitations**

The model uses RHF orbitals in the 6-31G basis at idealized planar geometries: C–O 1.20 Å, C–C 1.34 Å, C–H 1.10 Å and all angles 120°. Only θ varies. Core relaxation, diffuse functions and correlation outside the open pair are left out, so these are not predicted spectra. The numbers depend on the basis. In cc-pVDZ the energies move by 0.3 to 0.6 eV (ethylene starts at 9.62 eV and ends at 4.59 eV; formaldehyde π→π* starts at 12.59 eV and ends at 6.11 eV, at 35.2°; n→π* lies at 5.15 eV), while the signs of K − L are unchanged. In aug-cc-pVDZ the lowest RHF virtual orbital of π* symmetry is diffuse and K − L changes sign for both π→π* pairs (ethylene K = 0.033, L = 0.039; formaldehyde K = 0.039, L = 0.071), so that for ethylene θ = 0 becomes a minimum. The π→π* results below describe a compact valence π* orbital. Energies are in hartree relative to the RHF determinant, so E_aa = 0.

*Formaldehyde, π→π*.* The two orbitals have the same symmetry, and a slope is allowed. The integrals are K = 0.14133, L = 0.01564 and G = −0.07681, with the phase of b chosen so that positive θ is downhill. The slope is 4G = −0.3072 hartree/rad. With E_T = 0.19171,

E_S(0) = 0.19171 + 2 × 0.14133 = 0.4744 (12.91 eV)
R = √(0.12570² + 0.07681²) = 0.14731
E_min = 0.19171 + 0.14133 + 0.01564 − 0.14731 = 0.2014 (5.48 eV).

The minimum is at θ = 37.1°, where the closed-shell weight is 0.463. Its energy is only 0.010 above the triplet, but 0.238 below the second CI singlet at 0.4392. It is also far above the lowest CI singlet at −0.0273. The wavefunction has moved almost as far toward the closed-shell determinant as it can, while the energy has not come near the ground state.

The maximum, at 0.4960, is 45° away, at θ = −7.9°. Its closed-shell weight is 0.500 − 0.463 = 0.037, so it keeps most of the character of the original singlet.

For comparison, the PBE functional with the same orbitals gives a slope of −0.093 hartree/rad at θ = 0 and −0.179 at θ = 0.2 rad. The downhill direction is the same, with a smaller initial slope than in Hartree–Fock.

*Ethylene, π→π*.* Inversion changes the sign of ab, so G = 0. With K = 0.11156 and L = 0.00580, the curvature is −1.692 hartree/rad², and the start is a maximum. The energy of D is

E_D = ½(0 + 0.53371) − 0.11156 = 0.1553 (4.23 eV),

compared with E_S(0) = 0.3668 (9.98 eV). The minimum is at 45° with closed-shell weight ½, as in the two-site limit. The intended singlet is the second CI root, and it sits at the top of the curve.

*Formaldehyde, n→π*.* Here a is the in-plane lone-pair orbital, about two thirds on oxygen by Mulliken population. Reflection in that plane changes the sign of ab, so again G = 0. Now K = 0.01342 is smaller than L = 0.03531, and the curvature is +0.350 hartree/rad². E_S(0) = 0.1773 (4.83 eV) is the minimum, below E_D = 0.2211. This excitation is stable against rotation within its open pair. Nothing is implied about rotations involving the core or other virtual orbitals.

**Entry 6. What gradient descent does**

Consider fixed-step descent,

θ_new = θ − η dE_S/dθ.

Near θ = 0 with G = 0, the gradient is 16(L − K)θ, so each step multiplies a small error by

1 − 16η(L − K).

For η = 0.25 rad²/hartree, ethylene gives 1 + 0.25 × 1.692 = 1.42. The error grows, and a start at 0.1° reached 45° in 42 steps. For n→π* the factor is 1 − 0.25 × 0.350 = 0.912. A start at 5° returned to zero in 113 steps, with a gradient threshold of 10⁻⁶ hartree/rad. The small-angle estimate is close: the initial gradient is about 0.030 hartree/rad, and ln(0.030/10⁻⁶)/|ln 0.912| ≈ 112.

For formaldehyde π→π*, G ≠ 0 and no disturbance is needed. The first step leaves θ = 0, and the minimum was reached in 19 steps. At a minimum the curvature is 16R, so the iteration is locally stable for η < 1/(8R). Reducing the step below the 0.25 rad²/hartree used here delays the collapse but does not change its destination.

The remedy depends on the curve. If K > L, the stationary point that retains more of S is the maximum, and free minimization moves away from it. A method that seeks stationary points of either kind, maxima as well as minima, can reach it. If a and b have different symmetry, a symmetry constraint can hold θ at zero. If G = 0 and L > K, ordinary minimization in θ is already correct, and maximizing would lead to D instead. The gradient tells whether the iteration moves at once; in Hartree–Fock with a fixed core and a fixed open pair, the sign of K − L tells whether the stationary point closest to S is a maximum or a minimum of the curve. That sign belongs to the chosen orbitals and can change when b is diffuse rather than valence.
